# Critical Filler Radius in Thermal Interface Materials with Boundary Resistance: verification in Python

```python
"""Critical filler radius of a composite with interface thermal resistance.

Result under test: spheres of radius a and conductivity k_p in a matrix k_m,
with interface resistance R, lower the composite conductivity k below k_m
exactly when a < a_c = R k_m k_p / (k_p - k_m), for k_p > k_m.
The sphere acts in a uniform field like one of conductivity
k_s = k_p / (1 + R k_p / a); Maxwell's model then gives k at filler fraction phi.
The independent road is a collocation solution of the heat equation in a
simple cubic array, with the temperature jump and flux imposed at the surface.
"""
from functools import lru_cache
from itertools import product
import numpy as np
import sympy as sp
from scipy.optimize import brentq


def cubic_harmonics(max_degree):
    """Harmonic polynomials odd in z with fourfold symmetry about z."""
    x, y, z = sp.symbols("x y z", real=True)
    u = sp.Symbol("u")
    functions = []
    for degree in range(1, max_degree + 1, 2):
        for order in range(0, degree + 1, 4):
            expression = sp.legendre(degree, u)
            for _ in range(order):
                expression = sp.diff(expression, u)
            polar = sum(c * z**p * (x**2 + y**2 + z**2)**((degree - order - p) // 2)
                        for (p,), c in sp.Poly(expression, u).terms())
            azimuth = sp.expand((x + sp.I * y)**order).as_real_imag()[0]
            h = sp.expand(polar * azimuth)
            parts = [h] + [sp.diff(h, s) for s in (x, y, z)]
            functions.append((degree, sp.lambdify((x, y, z), parts, "numpy")))
    return functions


HARMONICS = cubic_harmonics(9)


def evaluate(function, points):
    """Value and gradient of a polynomial, shape (4, number of points)."""
    return np.array([part + 0.0 * points[0] for part in function(*points)])


def regular_basis(points, scale):
    columns = []
    for _, function in HARMONICS:
        values = evaluate(function, points / scale)
        values[1:] /= scale
        columns.append(values)
    return np.stack(columns, axis=-1)


def singular_basis(points, scale):
    """Equal multipoles at the central sphere and its 26 neighbours."""
    columns = []
    for degree, function in HARMONICS:
        total = np.zeros((4, points.shape[1]))
        for shift in product((-1.0, 0.0, 1.0), repeat=3):
            d = (points - np.array(shift)[:, None]) / scale
            r2 = np.sum(d**2, axis=0)
            values = evaluate(function, d)
            decay = r2**(-(degree + 0.5))
            total[0] += values[0] * decay
            total[1:] += (values[1:] - (2 * degree + 1) * values[0] * d / r2) * decay / scale
        columns.append(total)
    return np.stack(columns, axis=-1)


def outside_basis(points, radius):
    return np.concatenate([regular_basis(points, 1.0),
                           singular_basis(points, radius)], axis=-1)


def gauss(low, high, count=12):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (nodes + 1) / 2, weights * (high - low) / 2


@lru_cache(maxsize=None)
def cell_geometry(phi):
    """Basis values on sphere, cell faces and midplane; cell edge is 1."""
    radius = (3 * phi / (4 * np.pi))**(1 / 3)
    g, w = gauss(0.0, 0.5)
    p, q = (v.ravel() for v in np.meshgrid(g, g, indexing="ij"))
    half = np.full_like(p, 0.5)
    top = outside_basis(np.array([p, q, half]), radius)
    side = outside_basis(np.array([half, p, q]), radius)
    top_weights = 4 * np.outer(w, w).ravel()

    c, f = (v.ravel() for v in np.meshgrid(gauss(0, 1)[0], gauss(0, np.pi / 2)[0],
                                         indexing="ij"))
    s = np.sqrt(1 - c**2)
    normal = np.array([s * np.cos(f), s * np.sin(f), c])
    surface_out = outside_basis(radius * normal, radius)
    surface_in = regular_basis(radius * normal, radius)
    slope_out = np.einsum("in,inj->nj", normal, surface_out[1:])
    slope_in = np.einsum("in,inj->nj", normal, surface_in[1:])

    inner, outer, inner_w, outer_w = [], [], [], []
    for angle, angle_w in zip(*gauss(0, np.pi / 4)):
        for low, high, pts, wts in ((0.0, radius, inner, inner_w),
                                    (radius, 0.5 / np.cos(angle), outer, outer_w)):
            for r, rw in zip(*gauss(low, high)):
                pts.append([r * np.cos(angle), r * np.sin(angle), 0.0])
                wts.append(8 * angle_w * rw * r)
    mid_in = np.array(inner_w) @ regular_basis(np.array(inner).T, radius)[3]
    mid_out = np.array(outer_w) @ outside_basis(np.array(outer).T, radius)[3]
    return (radius, top, side, top_weights, surface_out[0], surface_in[0],
            slope_out, slope_in, mid_in, mid_out)


def array_conductivity(phi, ratio, alpha):
    """k/k_m of the cubic array; ratio = k_p/k_m, alpha = R k_m/a."""
    (radius, top, side, top_weights, t_out, t_in,
     slope_out, slope_in, mid_in, mid_out) = cell_geometry(phi)
    n_in = t_in.shape[1]
    no_inside = np.zeros((top.shape[1], n_in))
    matrix = np.vstack([
        np.hstack([t_out - alpha * radius * slope_out, -t_in]),
        np.hstack([slope_out, -ratio * slope_in]),
        np.hstack([top[0], no_inside]),
        np.hstack([side[1], no_inside])])
    target = np.zeros(matrix.shape[0])
    start = 2 * t_out.shape[0]
    target[start:start + top.shape[1]] = 0.5
    norms = np.linalg.norm(matrix, axis=0)
    solution = np.linalg.lstsq(matrix / norms, target, rcond=None)[0] / norms
    outside, inside = solution[:-n_in], solution[-n_in:]
    face_flux = top_weights @ (top[3] @ outside)
    middle_flux = mid_out @ outside + ratio * (mid_in @ inside)
    # Truncated harmonics conserve flux only to the collocation error.
    assert abs(face_flux - middle_flux) < 1e-3 * face_flux
    return face_flux


def sphere_conductivity(k_p, resistance, a):
    return k_p / (1 + resistance * k_p / a)


def polarizability(k_s, k_m):
    return (k_s - k_m) / (k_s + 2 * k_m)


def maxwell(k_m, k_s, phi):
    b = polarizability(k_s, k_m)
    return k_m * (1 + 2 * b * phi) / (1 - b * phi)


def critical_radius(k_m, k_p, resistance):
    return resistance * k_m * k_p / (k_p - k_m)


k_m, k_p, resistance = 25.0, 1000.0, 2e-8
phi, bond_line = 0.25, 100e-6
micron = 1e-6
a_c = critical_radius(k_m, k_p, resistance)


def array_at(a, fraction=phi, filler=k_p):
    return k_m * array_conductivity(fraction, filler / k_m, resistance * k_m / a)


# Dilute array: its response per filler volume is the single-sphere dipole.
dilute_phi = 0.002
for a in (0.25 * micron, 2 * micron):
    k_dilute = array_at(a, dilute_phi)
    measured = (k_dilute - k_m) / (k_dilute + 2 * k_m) / dilute_phi
    expected = polarizability(sphere_conductivity(k_p, resistance, a), k_m)
    assert abs(measured / expected - 1) < 5e-3

# Maxwell's values and the two variational bounds against the array.
rows = []
for a in np.array([0.1, 0.25, 0.5, 1.0, 2.0, 5.0]) * micron:
    k_s = sphere_conductivity(k_p, resistance, a)
    k_maxwell, k_array = maxwell(k_m, k_s, phi), array_at(a)
    upper = (1 - phi) * k_m + phi * k_s
    lower = 1 / ((1 - phi) / k_m + phi / k_s)
    assert lower < k_array < upper
    assert (k_array < k_m) == (a < a_c)
    # Higher multipoles of the array are absent from Maxwell's model.
    assert abs(k_maxwell / k_array - 1) < 1e-2
    if 0.4 < a / a_c < 2.1:
        assert abs(k_maxwell / k_array - 1) < 1e-3
    rows.append((a, k_s, k_maxwell, k_array, lower, upper))

# Critical radius from root search at two loadings and two filler conductivities.
roots = []
for fraction, filler in ((0.10, k_p), (0.25, k_p), (0.25, 50.0)):
    root = brentq(lambda a: array_at(a, fraction, filler) - k_m,
                  0.2 * micron, 5 * micron, xtol=1e-14)
    assert abs(root / critical_radius(k_m, filler, resistance) - 1) < 1e-5
    roots.append((fraction, filler, root))

# More filler harms below the critical radius and helps above it.
small_low, small_high = array_at(0.25 * micron, 0.10), array_at(0.25 * micron, 0.25)
large_low, large_high = array_at(2 * micron, 0.10), array_at(2 * micron, 0.25)
assert small_high < small_low < k_m < large_low < large_high

# Extreme filler conductivity cannot rescue a radius below R k_m.
floor_radius = resistance * k_m
rescue_radius, extreme_filler = 0.4 * micron, 1e6
k_rescue = array_at(rescue_radius, filler=extreme_filler)
assert rescue_radius < floor_radius and k_rescue < k_m

# Without interface resistance the same filler helps.
k_perfect_array = k_m * array_conductivity(phi, k_p / k_m, 0.0)
k_perfect = maxwell(k_m, k_p, phi)
assert k_perfect_array > k_m and abs(k_perfect / k_perfect_array - 1) < 1.5e-2

# A filler less conducting than the matrix harms even with large spheres.
k_poor = array_at(1000 * micron, filler=10.0)
assert k_poor < k_m

print(f"matrix conductivity k_m = {k_m:.1f} W/(m K)")
print(f"filler conductivity k_p = {k_p:.0f} W/(m K)")
print(f"interface resistance R = {resistance:.1e} m^2 K/W")
print(f"filler fraction phi = {phi:.2f}; bond line = {bond_line/micron:.0f} um")
print(f"critical radius a_c = {a_c/micron:.4f} um")
print(f"floor radius R k_m = {floor_radius/micron:.4f} um")
print(f"unfilled layer resistance = {bond_line/k_m*1e6:.3f} mm^2 K/W")
print("conductivities in W/(m K), layer resistance (Maxwell) in mm^2 K/W:")
print("a/um   k_s      Maxwell  array    lower    upper    layer")
for a, k_s, k_maxwell, k_array, lower, upper in rows:
    print(f"{a/micron:4.2f} {k_s:8.3f} {k_maxwell:8.3f} {k_array:8.3f} "
          f"{lower:8.3f} {upper:8.3f} {bond_line/k_maxwell*1e6:8.3f}")
print(f"R = 0: Maxwell {k_perfect:.3f}, array {k_perfect_array:.3f} W/(m K)")
for fraction, filler, root in roots:
    print(f"array root, phi={fraction:.2f}, k_p={filler:.0f} W/(m K): "
          f"{root/micron:.4f} um")
for filler in (50.0, 200.0, 1000.0):
    value = critical_radius(k_m, filler, resistance)
    print(f"formula a_c for k_p={filler:.0f} W/(m K): {value/micron:.4f} um")
print(f"array, a=0.25 um: phi=0.10 {small_low:.3f}, phi=0.25 {small_high:.3f} W/(m K)")
print(f"array, a=2 um: phi=0.10 {large_low:.3f}, phi=0.25 {large_high:.3f} W/(m K)")
print(f"array, a={rescue_radius/micron:.1f} um, k_p={extreme_filler:.0e} W/(m K): "
      f"{k_rescue:.3f} W/(m K)")
print(f"array, a=1000 um, k_p=10 W/(m K): {k_poor:.3f} W/(m K)")
k_soft = 0.2
a_soft = critical_radius(k_soft, k_p, resistance)
print(f"second matrix k_m = {k_soft:.1f} W/(m K): a_c = {a_soft*1e9:.3f} nm")
print("checks complete")
```

Running it gives:

```
matrix conductivity k_m = 25.0 W/(m K)
filler conductivity k_p = 1000 W/(m K)
interface resistance R = 2.0e-08 m^2 K/W
filler fraction phi = 0.25; bond line = 100 um
critical radius a_c = 0.5128 um
floor radius R k_m = 0.5000 um
unfilled layer resistance = 4.000 mm^2 K/W
conductivities in W/(m K), layer resistance (Maxwell) in mm^2 K/W:
a/um   k_s      Maxwell  array    lower    upper    layer
0.10    4.975   18.740   18.722   12.461   19.994    5.336
0.25   12.346   21.378   21.373   19.900   21.836    4.678
0.50   24.390   24.847   24.847   24.845   24.848    4.025
1.00   47.619   29.612   29.609   28.369   30.655    3.377
2.00   90.909   34.932   34.939   30.534   41.477    2.863
5.00  200.000   40.909   40.993   32.000   68.750    2.444
R = 0: Maxwell 47.674, array 48.023 W/(m K)
array root, phi=0.10, k_p=1000 W/(m K): 0.5128 um
array root, phi=0.25, k_p=1000 W/(m K): 0.5128 um
array root, phi=0.25, k_p=50 W/(m K): 1.0000 um
formula a_c for k_p=50 W/(m K): 1.0000 um
formula a_c for k_p=200 W/(m K): 0.5714 um
formula a_c for k_p=1000 W/(m K): 0.5128 um
array, a=0.25 um: phi=0.10 23.508, phi=0.25 21.373 W/(m K)
array, a=2 um: phi=0.10 28.680, phi=0.25 34.939 W/(m K)
array, a=0.4 um, k_p=1e+06 W/(m K): 23.684 W/(m K)
array, a=1000 um, k_p=10 W/(m K): 20.583 W/(m K)
second matrix k_m = 0.2 W/(m K): a_c = 4.001 nm
checks complete
```
